# Why source current compliance may fail to limit dielectric breakdown damage

**Question.** A gate capacitor is stressed with a voltage source whose current compliance is set to 10 µA. The dielectric breaks down, the source's ammeter never shows more than 10 µA, and yet the device may be damaged as if a far larger current had passed. How can this happen, how large is the current, and when does compliance work?

## Where the extra current comes from

Follow the wire from the source to the gate. First comes the limiter, inside the instrument. Then come the cable, the probe and the metal pad, which have a capacitance \(C\) to ground. Last comes the dielectric. Before breakdown this whole section is at the stress voltage \(V_0\), so \(C\) holds the charge \(CV_0\), and this charge has already passed the limiter.

Let \(V(t)\) be the voltage on \(C\), \(I_{\rm lim}\) the current arriving from the limiter, and \(i\) the current leaving through the dielectric. The difference between arriving and leaving current changes the stored charge:

\[
C\frac{dV}{dt}=I_{\rm lim}-i
\quad\Longrightarrow\quad
i=I_{\rm lim}-C\frac{dV}{dt}. \tag{1}
\]

When the dielectric collapses, \(V\) falls, \(dV/dt\) is negative, and the second term adds to the first. The limiter controls \(I_{\rm lim}\) and nothing else. Even a perfect limiter with no delay has no hold on \(-C\,dV/dt\), and the ammeter, which sits on the source side, does not register it.

Equation (1) also shows what could save the device. If \(V\) falls slowly enough, the extra term is small. Compliance may therefore fail or succeed, depending on the speed of the collapse.

## Sudden collapse

Suppose first that the dielectric changes at \(t=0\) from an insulator to a conducting spot of constant resistance \(R_b\). Contacts and electrodes add a series resistance \(R_s\), so the discharge path has \(R=R_s+R_b\). The limiter is ideal: the source holds \(V_0\) until its current reaches \(I_c\), and then delivers \(I_c\). We assume \(V_0/R>I_c\); otherwise the compliance is never reached.

With \(i=V/R\), equation (1) becomes \(C\,dV/dt=I_c-V/R\). Substituting \(V=Ri\) and writing \(\tau=RC\),

\[
\tau\frac{di}{dt}=-(i-I_c).
\]

The difference \(i-I_c\) decays exponentially. A capacitor's voltage cannot jump, so \(V(0)=V_0\) and the initial current is \(I_0=V_0/R\). Hence

\[
i(t)=I_c+(I_0-I_c)\,e^{-t/\tau},\qquad I_0=\frac{V_0}{R}. \tag{2}
\]

The peak \(I_0\) contains neither \(I_c\) nor \(C\). Lowering the compliance does not lower it. Lowering the capacitance does not lower it either, as long as the collapse is sudden; it shortens the pulse. Setting \(i=2I_c\) in (2) gives a measure of the duration:

\[
t_2=\tau\ln\frac{I_0-I_c}{I_c}. \tag{3}
\]

The heat released in the spot, beyond what the steady current \(I_c\) would release, is \(E=R_b\int_0^\infty(i^2-I_c^2)\,dt\). With \(\Delta=I_0-I_c\),

\[
i^2-I_c^2=2I_c\Delta\,e^{-t/\tau}+\Delta^2e^{-2t/\tau}.
\]

The two exponentials integrate to \(\tau\) and \(\tau/2\), so

\[
E=R_b\tau\left(2I_c\Delta+\tfrac12\Delta^2\right)
=\tfrac12R_b\tau\,\Delta\,(4I_c+\Delta)
=\tfrac12R_b\tau\,(I_0-I_c)(I_0+3I_c). \tag{4}
\]

For \(I_c\to0\) this becomes \(\tfrac12R_b\,RC\,V_0^2/R^2=\tfrac12CV_0^2\,(R_b/R)\): the stored energy, shared between spot and contacts in proportion to their resistances.

## Numbers for a gate capacitor

Take a lanthanum-oxide gate dielectric 6 nm thick that breaks down at 5 MV/cm. Then

\[
V_0=(5\times10^{8}\ \mathrm{V/m})(6\times10^{-9}\ \mathrm{m})=3\ \mathrm{V}.
\]

About one metre of cable contributes \(C=100\) pF. Let \(R_b=1000\ \Omega\), \(R_s=200\ \Omega\) and \(I_c=10\) µA. These are rough values. Then

\[
I_0=\frac{3\ \mathrm V}{1200\ \Omega}=2.5\ \mathrm{mA},\qquad
\tau=(1200\ \Omega)(100\ \mathrm{pF})=120\ \mathrm{ns}.
\]

The peak is 250 times the compliance. By (3), the current is still twice the compliance after \(120\ln249=662\) ns.

The stored energy is \(\tfrac12CV_0^2=450\) pJ. The share \(R_b/R=5/6\) would be 375 pJ; the full expression (4) gives 378 pJ, the small excess coming from the source current that flows during the discharge.

A few hundred picojoules sounds harmless until it is compared with the state that the user meant to impose. At compliance, the spot dissipates \(I_c^2R_b=0.1\) µW and would need 3.78 ms to release the same heat. The peak power of the discharge is \(I_0^2R_b=6.25\) mW, larger by \(250^2=62\,500\).

## Does the spot have time to heat?

Damage depends on temperature, so we must ask whether the spot responds to the power or to the total energy. Model it as a disc of radius \(a\) that releases the power \(P\) uniformly inside a medium of thermal conductivity \(\kappa\) and heat capacity per volume \(c\).

A steady point source of power \(p\) raises the temperature at distance \(r\) by \(p/(4\pi\kappa r)\), since the flux \(p/(4\pi r^2)\) must equal \(-\kappa\) times the temperature gradient. Adding the rings of the disc gives the rise at its centre:

\[
\theta=\int_0^a\frac{P}{\pi a^2}\,\frac{2\pi r\,dr}{4\pi\kappa r}
=\frac{P}{2\pi\kappa a}. \tag{5}
\]

For the approach to this value, use the response to a heat pulse \(Q\) at a point, \(Q\,e^{-r^2/4Dt}/[c(4\pi Dt)^{3/2}]\), with \(D=\kappa/c\). Over the disc, \(\int_0^a2\pi r\,e^{-r^2/4Dt}dr=4\pi Dt\,(1-e^{-a^2/4Dt})\). The centre's response to unit heat is therefore

\[
h(t)=\frac{1-e^{-t_h/t}}{\pi a^2c\sqrt{4\pi Dt}},\qquad t_h=\frac{a^2}{4D}, \tag{6}
\]

and the rise under varying power is \(\theta(t)=\int_0^tP(t-t')\,h(t')\,dt'\).

If constant power has acted for a time \(t\gg t_h\), the part of (5) still missing is \(P\int_t^\infty h\,dt'\). There \(1-e^{-t_h/t'}\approx t_h/t'\), and \(\int_t^\infty t'^{-3/2}dt'=2/\sqrt t\). Dividing by (5) and using \(\kappa=cD\) and \(a=\sqrt{4Dt_h}\), the missing fraction is

\[
\frac{2\pi\kappa a\cdot2t_h}{\pi a^2c\sqrt{4\pi Dt}}
=\frac{4Dt_h}{a\sqrt{4\pi Dt}}=\frac{a}{\sqrt{4\pi Dt}}=\sqrt{\frac{t_h}{\pi t}}. \tag{7}
\]

Assume \(a=20\) nm, \(\kappa=30\) W/(m K) and \(c=2\) J/(cm³ K). Then \(t_h=6.7\) ps, far below \(\tau=120\) ns. Formula (5) with the peak power gives 1658 K. Integrating the actual pulse with (6) gives a maximum of 1558 K at 1.3 ns, 6% lower. The difference has two causes. At 1.3 ns the missing fraction (7) is about 4%, and the power, which falls as \(e^{-2t/\tau}\) while \(i\gg I_c\), has dropped by about 2%.

So the spot nearly follows the instantaneous power. It reaches its highest temperature when most of the stored energy has yet to arrive. In this model, when \(\tau\) is thousands of times \(t_h\), the peak current largely sets the peak temperature, and the capacitance mainly sets how long the spot stays hot. The approach to (5) is slow, however: the maximum rise is 94% of (5) here (\(\tau=18\,000\,t_h\)), 85% at \(\tau=1000\,t_h\) (5.6 pF), about 70% at \(100\,t_h\) and 47% at \(10\,t_h\). With a capacitance so small that \(\tau\) is comparable to \(t_h\) or shorter, the pulse ends before the spot reaches the temperature given by (5). Under the steady compliance current, the rise would be 0.03 K.

The value near 1600 K is a scale, not a prediction. With the other inputs fixed, (5) gives about 3300 K for a radius of 10 nm and 830 K for 40 nm. The conductivity is one effective number for oxide, metal and semiconductor, and melting is not included. Ordinary heat diffusion is itself uncertain at this size, because phonons in silicon can travel farther than 20 nm between collisions. Silicon melts at roughly 1700 K, so the estimate says that permanent change of the material is within reach of the discharge, while the steady compliance current is far from it.

## When the collapse takes time

A real conducting path grows. Let the conductance of the whole path rise linearly, \(G(t)=t/(Rt_b)\), and stay at \(1/R\) after the collapse time \(t_b\).

Consider first the discharge alone, with \(I_c=0\). Then \(C\,dV/dt=-GV\), or \(d\ln V/dt=-t/(\tau t_b)\), which integrates to

\[
V=V_0e^{-t^2/(2\tau t_b)},\qquad
i=GV=I_0\frac{t}{t_b}e^{-t^2/(2\tau t_b)}\qquad(t\le t_b).
\]

Setting \(d\ln i/dt=1/t-t/(\tau t_b)\) to zero gives \(t=\sqrt{\tau t_b}\). This lies within the collapse if \(t_b>\tau\). If \(t_b<\tau\), the current is still rising when the collapse ends, and the peak is at \(t_b\). Thus

\[
i_{\rm peak}=
\begin{cases}
I_0\,e^{-t_b/(2\tau)}, & t_b\le\tau,\\[2pt]
I_0\sqrt{\tau/t_b}\;e^{-1/2}, & t_b\ge\tau.
\end{cases} \tag{8}
\]

In the second regime the peak does depend on capacitance, as \(\sqrt C\) at fixed \(V_0\), \(R\) and \(t_b\). The total heat in the path does not depend on \(t_b\): \(\int GV^2dt=-\int CV\,dV=\tfrac12CV_0^2\). A slow collapse spreads the same energy over a longer time.

Now restore the source current. The limiter engages when \(GV_0=I_c\). From then on, measure voltage and conductance by their values at that moment: \(v=V/V_0\) and \(g=GV_0/I_c\), both starting at 1. The current is \(i=GV=I_c\,gv\), and (1) reads \(CV_0\,dv/dt=I_c(1-gv)\). Since \(dg/dt=V_0G'/I_c\), with \(G'=1/(Rt_b)\), division gives

\[
\frac{dv}{dg}=\frac{1-gv}{K},\qquad
K=\frac{CV_0^2G'}{I_c^2}=\frac{CV_0^2}{Rt_bI_c^2}. \tag{9}
\]

While the conductance rises, the ratio \(i/I_c\) at a given \(g\) depends on the single number \(K\).

A bound follows without solving the equation. Let \(w=-dv/dg\), so that the relative overshoot is \(i/I_c-1=gv-1=Kw\). Differentiating \(Kw=gv-1\) gives

\[
K\frac{dw}{dg}=v-gw.
\]

At the start \(w=0\), and \(w\) cannot become negative, because at \(w=0\) its slope is \(v/K>0\). So \(v\) never exceeds 1. At an interior maximum of \(w\) the slope vanishes and \(w=v/g\). If \(w\) is still rising when the collapse ends, then \(w\le v/g\) there. After that \(G\) is constant and the overshoot decays. Since \(v\le1\) and \(g\ge1\),

\[
0\le\frac{i_{\rm peak}}{I_c}-1\le K. \tag{10}
\]

Within this model, compliance therefore does its work when \(K\ll1\). For \(K\gg1\) and \(t_b>\tau\), the discharge dominates. Because \(\tau I_0^2=CV_0^2/R\), we have \(I_0\sqrt{\tau/t_b}=I_c\sqrt K\), and (8) becomes \(i_{\rm peak}\approx I_c\sqrt{K/e}\).

For the example, \(K=1\) corresponds to

\[
t_b=\frac{CV_0^2}{RI_c^2}
=\frac{(10^{-10}\ \mathrm F)(9\ \mathrm{V^2})}{(1200\ \Omega)(10^{-10}\ \mathrm{A^2})}
=7.5\ \mathrm{ms}.
\]

Numerical integration of the circuit gives these peaks:

| \(K\) | \(i_{\rm peak}/I_c\) |
|---|---|
| 0.01 | 1.009 |
| 0.1 | 1.07 |
| 1 | 1.41 |
| 10 | 2.67 |

At \(K=0.01\) the overshoot nearly reaches the bound. At \(K=10\) the estimate \(\sqrt{K/e}=1.92\) is still low, because the source current it omits is not yet negligible. For a collapse in 1 µs, \(K=7500\); the estimate is 0.525 mA and the integration gives 0.533 mA. For 10 ns, shorter than \(\tau\), the first line of (8) applies, and the integrated peak is 2.40 mA, or 4% below the sudden-collapse value.

With linear growth, a collapse lasting many tens of milliseconds is thus held close to 10 µA, and one lasting a microsecond or less is not, with the same instrument, cable and setting. For other growth laws the total duration is not enough to decide: a path that forms quickly at first and slowly later can overshoot more than a linear one of the same duration.

## Position matters

The argument blames capacitance between limiter and dielectric, not capacitance in general. This can be tested by moving the capacitor. Take a saturating 10 µA limiter and a 10 ns collapse, with 100 pF on one side of the limiter and 1 fF on the other.

With the 100 pF on the device side, the peak is 2.40 mA. With it on the source side, the peak is 24 µA. The large capacitor is still charged to 3 V, but its charge must now pass the limiter. The remaining factor of 2.4 above the compliance comes from the 1 fF left behind: \(K\) is proportional to \(C\), so it falls from \(7.5\times10^5\) to 7.5, which is not small.

## What the simple circuit leaves out

**The gate's own charge.** The dielectric is itself a capacitor. For a 10 µm × 10 µm gate with relative permittivity 20, \(C_{\rm ox}=20\,\varepsilon_0\,(10\ \text{µm})^2/(6\ \mathrm{nm})=2.95\) pF. This charge reaches the spot without passing \(R_s\). In a sudden collapse the first current is then \(V_0/R_b=3\) mA instead of 2.5 mA, and the excess heat rises from 378 to 393 pJ. The heat changes little, but the peak power rises by 44%, from 6.25 to 9 mW, and the maximum temperature rise in the thermal model above goes from about 1560 K to about 1940 K.

**Waves on the cable.** A cable is not a lumped capacitor. When the spot starts to conduct, a wave runs back along the cable, lowering its voltage by \(Z_0i\), where \(Z_0\) is the wave impedance. The voltage left for the resistances is \(V_0-Z_0i=Ri\), so the first current is \(V_0/(R+Z_0)=3\ \mathrm V/1250\ \Omega=2.4\) mA for a 50 Ω cable. This is 4% below the lumped result. The transit time is \(Z_0C=5\) ns, much shorter than \(\tau\), which is why the lumped picture serves for the decay as a whole. It does not describe the first nanoseconds: the current stays at 2.4 mA until the reflected wave returns after 10 ns. Without the gate's own charge, the temperature maximum then comes at 10 ns instead of 1.3 ns, and the rise is about 1510 K instead of 1560 K.

**A late limiter.** If the limiter acts only after 10 µs, and the source can supply 2.5 mA meanwhile, the voltage stays at \(V_0\) and the spot receives an extra \(6.25\ \mathrm{mW}\times10\ \text{µs}=62.5\) nJ. That is about 165 times the heat of the capacitive discharge. The ideal limiter was the favourable case.

**Leakage before breakdown.** It must be below \(I_c\), or the compliance would already have acted. It is therefore less than 0.4% of the peak.

**A more resistive spot.** With \(R_b=10\) kΩ and the rest unchanged, the peak is 0.29 mA and the peak power 0.87 mW. Both are lower, but the current is still 29 times the compliance.

## How this compares with real stacks

The thickness, field, permittivity and cable capacitance are rough typical values for a high-permittivity gate capacitor on a probe station. The spot is far less certain. Real breakdown paths need not be ohmic, and their resistance can change as they heat; the tenfold change of \(R_b\) above lowers the peak power about sevenfold. A thin interfacial layer in series with the oxide would reduce \(C_{\rm ox}\) but, at the same breakdown voltage, leave the cable's charge unchanged. Of the changes tried here, that of the collapse time moves the peak current most. Breakdown can be abrupt or progressive, and between 10 ns and 75 ms the model's peak current falls from 2.40 mA to 10.7 µA.

## What helps

A 100 kΩ resistor placed at the device, in place of the 200 Ω, limits the cable's discharge to \(3\ \mathrm V/101\ \mathrm{k\Omega}=29.7\) µA and its excess heat in the spot to 5.9 pJ. The price is a voltage drop before breakdown of up to 1 V if the leakage approaches 10 µA. The resistor also does nothing about \(C_{\rm ox}\), whose energy \(\tfrac12C_{\rm ox}V_0^2\approx13\) pJ lies beyond it. In a sudden collapse this charge alone still drives 3 mA through the spot, and in the thermal model the maximum rise stays near 1930 K, almost the same as without the resistor. For this 10 µm gate the resistor shortens the heating but does not lower its peak.

The same holds for a limiting transistor beside the gate. With a 10 µm device and a 10 ns collapse, the gate's own charge still drives a peak of 1.0 mA. At fixed thickness the gate capacitance scales with area: a cell 100 nm on a side has 0.30 fF. If wiring brings the total behind the limiter to 1 fF, we are back near the 24 µA found above for a 10 ns collapse.

In this circuit, and provided the series resistance is small compared with \(V_0/I_c\) (300 kΩ here), an ideal limiter therefore holds the current near \(I_c\) if \(CV_0^2G'\ll I_c^2\), where \(C\) includes everything after the limiter, the dielectric too, and \(G'\) is the fastest growth of the conductance after the limiter engages. With a large resistor at the device this is not enough, because \(C_{\rm ox}\) can discharge through the spot before the limiter engages. For the 10 µm gate, a spot of 201 kΩ formed in 10 ns with 100 kΩ in series carries about \(1.5\,I_c\), and one of 10.5 kΩ with 290 kΩ in series about \(24\,I_c\), while the source current is still below \(I_c\). (The condition is sufficient, not necessary: a series resistance that by itself keeps \(V_0/R\) close to \(I_c\) also prevents a large discharge current from the capacitance on its source side, though not from \(C_{\rm ox}\).) The limiter must also be fast enough. If it acts a time \(\delta\) after the current has reached \(I_c\), the voltage is still \(V_0\) during the delay and the current grows by a further \(V_0G'\delta\). This is small compared with \(I_c\) only if \(\delta\ll I_c/(V_0G')=t_bI_c/I_0\), which is a small part of the collapse time: 0.3 ms for a collapse of 75 ms. A short connection and a small device reduce \(C\); the speed \(G'\) depends on the dielectric and on the conditions of the test, such as stress voltage, temperature and series resistance. The numerical output lists the main values used here.

## Computed values

```
Oxide thickness: 6 nm
Relative permittivity: 20
Breakdown field: 5 MV/cm
Capacitor side: 10 um
Voltage at breakdown V0: 3 V
Cable capacitance C: 100 pF
Compliance I_c: 10 uA
Spot resistance R_b: 1000 ohm
Contact resistance R_s: 200 ohm
Peak current I0, instant collapse: 2.5 mA
Peak current / compliance: 250
Decay time tau: 120 ns
Time until current is 2 I_c: 662.1 ns
Stored energy C V0^2/2: 450 pJ
Excess heat in spot: 378 pJ
Peak power in spot: 6.25 mW
Steady power at compliance: 0.1 uW
Peak power / steady power: 6.25e+04
Time for steady power to give same heat: 3.78 ms
Assumed thermal conductivity: 30 W/(m K)
Assumed heat capacity: 2 J/(cm3 K)
Assumed spot radius: 20 nm
Thermal time a^2/(4D): 6.667 ps
Rise if heat followed peak power: 1658 K
Peak rise from heat kernel: 1558 K
Time of peak rise: 1.294 ns
Steady-power estimate, radius 10 nm: 3316 K
Steady-power estimate, radius 40 nm: 828.9 K
Steady rise at compliance: 0.02653 K
Collapse time for K = 1: 7.5 ms
Peak / I_c at K = 0.01: 1.009
Peak / I_c at K = 0.1: 1.074
Peak / I_c at K = 1: 1.411
Peak / I_c at K = 10: 2.674
K for 1 us collapse: 7500
Peak for 1 us collapse: 0.5325 mA
Estimate I_c sqrt(K/e), 1 us: 0.5253 mA
K for 10 ns collapse: 7.5e+05
Peak for 10 ns collapse: 2.399 mA
100 pF on device side of limiter, peak: 2.399 mA
100 pF on source side, 1 fF left, peak: 24.11 uA
Gate capacitance of 10 um device: 2.951 pF
Instant peak with gate charge V0/R_b: 3 mA
Excess heat with gate charge: 393.1 pJ
Cable transit time: 5 ns
First current step on 50 ohm cable: 2.4 mA
Extra heat if limiter acts after 10 us: 62.5 nJ
Bound on leakage / peak current: 0.4 %
Peak current if R_b = 10 kohm: 0.2941 mA
Peak power if R_b = 10 kohm: 0.8651 mW
100 kohm at device: cable peak: 29.7 uA
100 kohm at device: cable excess heat: 5.94 pJ
Limiter at 10 um device, 10 ns: peak: 0.9958 mA
Gate capacitance of 100 nm cell: 0.2951 fF
```
